# Why an integer charge constraint does not define a diabatic state, part 2

The diabatic state H⁻ + H₂ of collinear H₃⁻ (four electrons) is sought from constrained DFT along the approach coordinate. The question is whether the population target on the hydride should be the integer 2, and how much the weight matters. Lengths are in pm, energies in eV, populations in e.

With overlap matrix $S$, occupied orbitals in the columns of $C$ and $P=2CC^T$, fragment A has population $N=\mathrm{Tr}(PW)$; B is the other fragment. The matrix $W$ comes from a real-space weight $w_A=1-w_B$ (Becke; atomic Hirshfeld, from neutral atoms; fragment Hirshfeld, $w_A=\rho_A/(\rho_A+\rho_B)$) or from counting basis functions (Mulliken). Minimising the energy $E$ at $N=N_c$ with multiplier $V$ gives

$$\frac{dE}{dN_c}=-V,\qquad \chi=\frac{dN}{dV}.$$

The promolecule $\rho_A+\rho_B$ superposes the isolated fragment densities. Its population is $N_{\rm pro}$, and A alone holds the integer $n_A$. The mismatch is the difference of two leaks:

$$\delta\equiv n_A-N_{\rm pro}=\int w_B\rho_A\,d^3r-\int w_A\rho_B\,d^3r .$$

It vanishes for fragment Hirshfeld, and for Mulliken with fragments in their own basis functions. With $V_{\rm pro}$ and $V_{\rm int}$ the multipliers at $N_{\rm pro}$ and $n_A$, the price of the integer is

$$\Delta E=E(n_A)-E(N_{\rm pro})=-\int_{N_{\rm pro}}^{n_A}V\,dN,$$

$$\Delta E\approx -V_{\rm pro}\,\delta+\frac{\delta^2}{2|\chi|}$$

to second order, with $\chi$ at $N_{\rm pro}$. If both states are global minima of $E+VN$ at their own $V$, then $-V_{\rm pro}\delta\le\Delta E\le-V_{\rm int}\delta$.

At large distance the uncoupled response $\chi_0$ (fixed Fock matrix) obeys, with orbital gap $\Delta$,

$$|\chi_0|\le\frac2\Delta\left(\int w_B\rho_A\,d^3r+\int w_A\rho_B\,d^3r\right),$$

so $V$ need not become small as the leaks vanish.

For Mulliken, paired functions on A and B with overlap $\sigma$ (largest value $\sigma_{\max}$) give $W$ the eigenvalues

$$\lambda=\frac12\pm\frac1{2\sqrt{1-\sigma^2}} .$$

The pair argument estimates the cost of shifting Mulliken charge as proportional to $(1-\sigma^2)/\sigma^2$, which vanishes as $\sigma\to1$.

### H⁻···H₂ in numbers

The calculation is ωB97X/aug-cc-pVDZ, collinear, with the H₂ bond frozen at 74 pm and the distance $R$ from the hydride to the nearer hydrogen set to 150, 300 and 600 pm. A is H⁻, $n_A=2$, and the fragments are computed in their own basis functions. The small quadrature error in $S$ is added back to the real-space $W$, so that the operators of A and B sum to $S$. "Cost" is the constrained energy minus the unconstrained (free) energy at the same geometry. Four decimals are kept to trace the arithmetic within this model; they are not an accuracy claim for the real ion. The numerical check whose output follows supplies the values in the tables and the arithmetic built on them. The basis is not converged to these digits. In a larger basis (the s and p shells of aug-cc-pVTZ, with one more diffuse s and p shell on the hydride), at 150 pm, the interaction energy of the free state moves from 0.208 to 0.194 eV, the integer Becke cost from 1.31 to 1.25 eV with $V$ from $-10.3$ to $-9.6$ eV, the Becke promolecule cost from 0.033 to 0.034 eV and the fragment Hirshfeld cost from 0.0051 to 0.0044 eV; the Becke mismatch $\delta$ moves by about 0.002 e.

At 150 pm the leaks, integrated on a second and finer grid, give

$$\text{Becke: }2-0.3708+0.0500=1.6792,\qquad\text{atomic Hirshfeld: }2-0.4046+0.0723=1.6677,$$

against $\mathrm{Tr}(PW)=1.6795$ and $1.6679$ on the working grid; agreement is tested to $2\times10^{-3}$ e. The mismatches are 0.32 and 0.33 e. Fragment Hirshfeld leaks 0.1837 e each way.

| weight, 150 pm | target (e) | $V$ (eV) | cost (eV) |
|---|---|---|---|
| Mulliken | 2 | −0.010 | 0.0003 |
| fragment Hirshfeld | 2 | −0.687 | 0.0051 |
| Becke | 2 | −10.258 | 1.3068 |
| atomic Hirshfeld | 2 | −11.288 | 1.5879 |
| Becke | 1.6795 | +1.127 | 0.0329 |
| atomic Hirshfeld | 1.6679 | +1.052 | 0.0260 |

With the integer target the four schemes span $1.5879-0.0003=1.5876$ eV, or 153 kJ/mol. With promolecule targets they span $0.0329-0.0003=0.0326$ eV, or 3 kJ/mol, about 49 times less. The free state lies 0.2076 eV above the separated fragments, so the interaction energy of the supposed diabat is $0.2076+0.0051=0.21$ eV with fragment Hirshfeld and $0.2076+1.3068=1.51$ eV with integer Becke.

For Becke the price of the integer is $1.3068-0.0329=1.274$ eV, or 123 kJ/mol. Four-point Gauss–Legendre integration of $-V$ gives 1.2746 eV against the direct difference 1.2738 eV, a deviation of 0.06 % of the latter (tested to 0.5 %). The finite-difference slope at $N_{\rm pro}$, from two SCF runs at fixed $V$, is $-1.129$ eV against $-V=-1.127$ eV. The bounds are $-1.127\times0.3205=-0.361$ eV and $10.258\times0.3205=3.288$ eV; they are tested for both weights at all three distances, and here they are loose. The second-order formula passes a test to 10 % of the curvature term on a step of 0.01 e, but fails for the full step. With $\chi=-0.05992$ e/eV,

$$-0.3612+\frac{0.3205^2}{2\times0.05992}=-0.3612+0.8571=0.4959\ \text{eV},$$

which is 39 % of the true 1.274 eV. The mean response over the interval is $0.3205/(-10.258-1.127)=-0.028$ e/eV, less than half of the value at $N_{\rm pro}$, so the density is stiffer on average over the step than at its start, and the expansion underestimates the cost.

For Mulliken, $\sigma_{\max}=0.82339$ in cc-pVDZ gives $\tfrac12(1-0.67797)^{-1/2}=0.881$ and eigenvalues from $-0.381$ to $1.381$. Adding the diffuse functions gives $\sigma_{\max}=0.99571$ and $\tfrac12(1-0.99144)^{-1/2}=5.40$, hence $-4.90$ to $5.90$; the formula is tested against direct diagonalisation in both bases. The free Mulliken population is 1.9392 e, and $V=-0.010$ eV moves the missing 0.0608 e, a mean response of about 6 e/eV in magnitude, a hundred times the Becke $|\chi|$ at $N_{\rm pro}$. The cost is $\tfrac12\times0.0608\times0.010=0.0003$ eV, as for a linear $V(N)$ that starts from zero. That the nearly redundant pairs cause this softness is what the pair argument suggests, but it was not isolated numerically and stays a conjecture for this system. The constraint is met while the energy hardly departs from the free state. The integer is also an artefact of the fragment basis: the same fragments in the dimer basis score 1.9139 e. The largest closed-shell populations of A are 3.9906 e (Becke) and 3.9487 e (atomic Hirshfeld) out of 4.

### Promolecule targets are better, but not unique

The multipliers at the Becke and atomic Hirshfeld promolecule targets are positive at 150 pm. The free state has more electrons on the hydride than the promolecule (Becke: 1.7345 against 1.6795 e), the opposite of what donation from H⁻ to H₂ would give. In the Becke scheme the Pauli principle more than accounts for this excess. The determinant built from the frozen fragment orbitals $C_0$ has overlap $M=C_0^TSC_0\neq1$; orthonormalising to $C_0M^{-1/2}$ leaves the determinant unchanged up to normalisation and gives $P_{\rm frz}=2C_0M^{-1}C_0^T$. For two orbitals $a,b$ with overlap $t$, $M^{-1}$ has diagonal elements $1/(1-t^2)$ and off-diagonal elements $-t/(1-t^2)$, so

$$\rho_{\rm frz}=\frac{2\,(a^2+b^2-2t\,ab)}{1-t^2},$$

which differs from $\rho_A+\rho_B=2(a^2+b^2)$ when $t\ne0$. Its Becke population is 1.7542 e. Antisymmetrisation alone moves $1.7542-1.6795=0.0747$ e toward A, and relaxation to the free state moves $1.7542-1.7345=0.0197$ e back. Even the fragment Hirshfeld population of this reference is 2.0340 e. Both references describe "no transfer", and the Becke costs at their populations are 0.0049 and 0.0329 eV. The difference, 0.028 eV, is comparable to the 0.033 eV spread among schemes, and the two targets lie on opposite sides of the free population. At this distance the cost at a promolecule target is therefore not a well-defined charge-transfer energy.

The frozen determinant satisfies the constraint at its own population, so its energy is an upper bound to the constrained minimum there, as tested: 0.9671 eV above the free state against 0.0049 eV. One scalar constraint leaves all other orbital relaxation open and recovers nearly all of that energy.

### Large distance

| $R$ (pm) | 150 | 300 | 600 |
|---|---|---|---|
| Becke $\delta$ (e) | 0.3205 | 0.1418 | 0.0269 |
| atomic Hirshfeld $\delta$ (e) | 0.3321 | 0.1200 | 0.0133 |
| spread, integer (eV) | 1.5876 | 0.9420 | 0.3268 |
| spread, promolecule (eV) | 0.0326 | 0.0039 | 0.0002 |
| Becke $V_{\rm int}$ (eV) | −10.3 | −15.9 | −18.8 |

The decrease of $\delta$ is tested, as is the drop of the integer spread at 600 pm below its values at both shorter distances. At 600 pm the free state is within 0.0118 eV of the separated fragments, and all promolecule targets cost 0.0002 eV or less, so the choice among these four schemes hardly matters there. The integer Becke constraint still costs 0.3269 eV and turns the interaction energy from $-0.0118$ eV into $-0.0118+0.3269=+0.32$ eV; the spread is 31.5 kJ/mol. The mismatch has dropped by a factor of 12 from 150 pm, but the Becke cost has dropped by a factor of 4, because the mean of $-V$ over the step, $\Delta E/\delta$, has risen from $1.274/0.3205=4.0$ eV to $0.327/0.0269=12$ eV. $|V_{\rm int}|$ itself has grown instead of vanishing, as the bound on $\chi_0$ suggests for the start of the step. The bound does not describe its end: the coupled response from the orbital Hessian is $-0.005$ e/eV at $N_{\rm pro}$ but $-0.10$ e/eV at the integer. The upper bound is $18.785\times0.0269=0.51$ eV. The orbital gap falls from 5.28 eV at the promolecule target to 2.16 eV at the integer. At the integer the highest occupied orbital lies on H₂, the lowest empty one lies in the region of A, and the orbital Hessian has a soft mode (0.26 eV) that changes $N$. This suggests that the onset of transfer from H₂ into the region of A limits $|V_{\rm int}|$, which was not isolated further. These 600 pm values depend strongly on the basis: in the larger basis the integer Becke cost is 0.20 eV instead of 0.33 eV, $V_{\rm int}=-16.2$ eV, the gap is 1.64 eV, and the cost drops from 150 pm by a factor of about 6 instead of 4. That an SCF at fixed $V_{\rm int}$ returns $N=2$ was checked only at 150 pm, and it does not carry over to 600 pm. There an SCF at the same $V$ started from the free state reaches a second solution with $N=1.986$, within a few meV in $E+VN$, and the $N=2$ state is unstable to spin polarisation (lowest triplet Hessian eigenvalue $-0.15$ eV). The 0.33 eV is therefore a spin-restricted value, and the global-minimum premise of the bound is not established at this distance. Three distances do not establish the asymptotic law.

For your scan, use Becke or atomic Hirshfeld weights with $N_c=N_{\rm pro}(R)$ recomputed at each geometry from the H⁻ and H₂ densities, or fragment Hirshfeld weights, for which that target is 2. Before using an integer with any other real-space weight, compute $|V_{\rm int}\delta|$ and $|V_{\rm pro}\delta|$; when the solutions are global minima the larger of the two bounds $|\Delta E|$, and the integer is safe if both are below the accuracy you need. Near 150 pm the promolecule costs vary by 0.03 eV among schemes, and the choice of reference changes the Becke cost by another 0.03 eV. For fragment Hirshfeld the reference matters more: the frozen determinant lies $2.0340-1.9851=0.0489$ e from the free population against $0.0149$ e for the target 2, and a linear $V(N)$ through zero scales the cost to about $0.0051\times(0.0489/0.0149)^2\approx0.055$ eV; constraining to 2.0340 e directly gives 0.058 eV, and the same construction in the larger basis gives 0.064 eV. At 150 pm, quote about 0.06 eV as the uncertainty of the definition in this model.

## Calculated quantities

```
H-...H2 collinear, wb97x/aug-cc-pvdz, H2 bond 74 pm, A = H-, nA = 2 e
E(H-) = -14.3537 eV, E(H2) = -31.7494 eV
cost = constrained energy minus free (unconstrained) energy; V per electron
--- R = 150 pm: E(free) - E(fragments) = 0.2076 eV
Mulliken  int: Nfree 1.9392 e, target 2.0000 e, V -0.010 eV, gap 6.06 eV, cost 0.0003 eV
fragHirsh int: Nfree 1.9851 e, target 2.0000 e, V -0.687 eV, gap 6.09 eV, cost 0.0051 eV
Becke     pro: Nfree 1.7345 e, target 1.6795 e, V 1.127 eV, gap 5.26 eV, cost 0.0329 eV
Becke     int: Nfree 1.7345 e, target 2.0000 e, V -10.258 eV, gap 6.33 eV, cost 1.3068 eV
atomHirsh pro: Nfree 1.7148 e, target 1.6679 e, V 1.052 eV, gap 5.35 eV, cost 0.0260 eV
atomHirsh int: Nfree 1.7148 e, target 2.0000 e, V -11.288 eV, gap 6.21 eV, cost 1.5879 eV
spread, integer targets 1.5876 eV = 153.2 kJ/mol
spread, promolecule targets 0.0326 eV = 3.2 kJ/mol
Becke: leak A->B 0.3708 e, leak B->A 0.0500 e, delta 0.3205 e
atomHirsh: leak A->B 0.4046 e, leak B->A 0.0723 e, delta 0.3321 e
fragHirsh: leak A->B 0.1837 e, leak B->A 0.1837 e, delta -0.0000 e
Becke at N_pro: dE/dN (finite diff.) -1.129 eV, chi -0.05992 e/eV
Becke E(int)-E(pro) 1.2738 eV = 122.9 kJ/mol
  -int V dN 1.2746 eV, quadratic estimate 0.4959 eV
  bounds -Vpro*delta -0.3612 eV, -Vint*delta 3.2877 eV
Becke: largest closed-shell population of A 3.9906 e (of 4 e)
atomHirsh: largest closed-shell population of A 3.9487 e (of 4 e)
Mulliken cc-pvdz: sigma_max 0.82339, eigenvalues -0.381 to 1.381
Mulliken aug-cc-pvdz: sigma_max 0.99571, eigenvalues -4.901 to 5.901
Mulliken N_pro with dimer-basis fragments 1.9139 e
frozen determinant: N Becke 1.7542 e, N fragHirsh 2.0340 e
  its E above free 0.9671 eV, Becke cost at its N 0.0049 eV
--- R = 300 pm: E(free) - E(fragments) = -0.0727 eV
Mulliken  int: Nfree 2.0084 e, target 2.0000 e, V 0.018 eV, gap 5.85 eV, cost 0.0001 eV
fragHirsh int: Nfree 2.0025 e, target 2.0000 e, V 0.373 eV, gap 5.61 eV, cost 0.0005 eV
Becke     pro: Nfree 1.8719 e, target 1.8582 e, V 0.521 eV, gap 5.47 eV, cost 0.0037 eV
Becke     int: Nfree 1.8719 e, target 2.0000 e, V -15.902 eV, gap 3.72 eV, cost 0.9420 eV
atomHirsh pro: Nfree 1.8937 e, target 1.8800 e, V 0.559 eV, gap 5.43 eV, cost 0.0040 eV
atomHirsh int: Nfree 1.8937 e, target 2.0000 e, V -15.354 eV, gap 3.88 eV, cost 0.6953 eV
spread, integer targets 0.9420 eV = 90.9 kJ/mol
spread, promolecule targets 0.0039 eV = 0.4 kJ/mol
--- R = 600 pm: E(free) - E(fragments) = -0.0118 eV
Mulliken  int: Nfree 1.9989 e, target 2.0000 e, V -0.080 eV, gap 5.21 eV, cost 0.0000 eV
fragHirsh int: Nfree 1.9995 e, target 2.0000 e, V -1.088 eV, gap 6.16 eV, cost 0.0002 eV
Becke     pro: Nfree 1.9723 e, target 1.9731 e, V -0.156 eV, gap 5.28 eV, cost 0.0001 eV
Becke     int: Nfree 1.9723 e, target 2.0000 e, V -18.785 eV, gap 2.16 eV, cost 0.3269 eV
atomHirsh pro: Nfree 1.9859 e, target 1.9867 e, V -0.184 eV, gap 5.31 eV, cost 0.0001 eV
atomHirsh int: Nfree 1.9859 e, target 2.0000 e, V -18.090 eV, gap 2.18 eV, cost 0.1303 eV
spread, integer targets 0.3268 eV = 31.5 kJ/mol
spread, promolecule targets 0.0002 eV = 0.0 kJ/mol
Becke delta at 150, 300, 600 pm: 0.3205, 0.1418, 0.0269 e
atomHirsh delta at 150, 300, 600 pm: 0.3321, 0.1200, 0.0133 e
ratio of spreads (integer / promolecule) at 150 pm 48.6
```
